# How brightness limits the current in a focused electron spot: test program

```python
# Result under test: the current through a disc of diameter d inside a cone
# of half-angle alpha is at most (pi^2/4) * B * d^2 * alpha^2.
# B: brightness at the target (current / normal area / solid angle).
# B/p^2 is conserved along rays in static fields (p: kinetic momentum), so
# B = Br * Vstar, Vstar = V (1 + eV / 2mc^2), Br: reduced brightness.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, dblquad
from scipy.optimize import minimize_scalar
from scipy.special import jn_zeros

e, m, c, h = const.e, const.m_e, const.c, const.h
pi = np.pi
rng = np.random.default_rng(7)

# ---- Test: phase-space area along relativistic rays (units m = c = e = 1)
FA, FB, FC = 0.15, 0.03, 0.02      # harmonic electric potential
M0, M1 = 0.3, 0.1                  # curl-free, divergence-free magnet


def potential(x, y, z):
    return (FA*z + FB*(z*z - (x*x + y*y)/2)
            + FC*(x**3 - 3*x*y*y))


def lorentz(z, s):
    x, y, px, py, pz = s
    gam = np.sqrt(1 + px*px + py*py + pz*pz)
    gx = -FB*x + 3*FC*(x*x - y*y)
    gy = -FB*y - 6*FC*x*y
    gz = FA + 2*FB*z
    bx, by, bz = -M1*x, -M1*y, M0 + 2*M1*z
    xs, ys, r = px/pz, py/pz, gam/pz
    return [xs, ys, r*gx - (ys*bz - by), r*gy - (bx - xs*bz),
            r*gz - (xs*by - ys*bx)]


def trace(start):
    x, y, ux, uy = start           # ux, uy: direction cosines
    gam = 1.02 + potential(x, y, 0.0)
    p0 = np.sqrt(gam**2 - 1)
    s0 = [x, y, p0*ux, p0*uy, p0*np.sqrt(1 - ux*ux - uy*uy)]
    s = solve_ivp(lorentz, (0, 1), s0, method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
    p1 = np.sqrt(np.sum(s[2:]**2))
    return np.array([s[0], s[1], s[2]/p1, s[3]/p1]), p0, p1


center = np.array([0.10, -0.07, 0.20, 0.12])
step = 1e-4
jac = np.zeros((4, 4))
for k in range(4):
    dv = np.zeros(4)
    dv[k] = step
    jac[:, k] = (trace(center + dv)[0] - trace(center - dv)[0])/(2*step)
det_rays = np.linalg.det(jac)
_, p_in, p_out = trace(center)
det_law = (p_in/p_out)**2
assert abs(det_rays/det_law - 1) < 1e-5
assert det_law < 0.5               # acceleration really changes brightness

# ---- Test: current density of a thin energy shell, from the definition
cone = 0.5
pa, pb = 0.5995, 0.6005            # momentum limits in units of mc
flux = dblquad(lambda th, p: p/np.sqrt(1 + p*p)*np.cos(th)*p*p
               * 2*pi*np.sin(th), pa, pb, 0, cone)[0]
shell = np.sqrt(1 + pb*pb) - np.sqrt(1 + pa*pa)
assert abs(flux/(0.6**2*shell*pi*np.sin(cone)**2) - 1) < 1e-5

# ---- Test: count rays through an accelerating gap and a lens
# Speeds 1 -> 5 (energy ratio 25); lengths in arbitrary units.
n_rays = 1_000_000
src_r, src_u, gap, drift, focal = 0.01, 0.05, 10.0, 10.0, 10.0


def disc(n, radius):
    r = radius*np.sqrt(rng.random(n))
    a = 2*pi*rng.random(n)
    return np.array([r*np.cos(a), r*np.sin(a)])


pos, vt = disc(n_rays, src_r), disc(n_rays, src_u)
vz0 = np.sqrt(1 - np.sum(vt**2, axis=0))
vz1 = np.sqrt(vz0**2 + 24)
pos = pos + vt*(2*gap/(vz0 + vz1) + drift/vz1)
vt = vt - 5*pos/focal
vz2 = np.sqrt(25 - np.sum(vt**2, axis=0))
obj = 5*(2*gap/6) + drift          # apparent object distance
img = 1/(1/focal - 1/obj)
pos = pos + vt*img/vz2
rad = np.hypot(pos[0], pos[1])
ang = np.arcsin(np.hypot(vt[0], vt[1])/5)
bright0 = 1/(pi*src_r**2*pi*src_u**2)     # for unit source current


def count_ratio(diam, alpha):
    counted = np.mean((rad < diam/2) & (ang < alpha))
    return counted/(pi**2/4*25*bright0*diam**2*alpha**2)


ratio_full = count_ratio(0.0084, 0.012)
ratio_wide = count_ratio(0.0240, 0.012)
assert abs(ratio_full - 1) < 0.01         # sampling error is about 0.2 %
assert ratio_wide < 0.5                   # unfilled window: below limit

# ---- Test: Gaussian image with full width at half maximum d = 1


def ring(r):
    return 2*pi*r*np.exp(-4*np.log(2)*r*r)


gauss_all = quad(ring, 0, 10, points=[0.5, 2])[0]/(pi/4)
gauss_in = quad(ring, 0, 0.5)[0]/(pi/4)
assert abs(gauss_all - 1/np.log(2)) < 1e-7
assert abs(gauss_in/gauss_all - 0.5) < 1e-7

# ---- Test: disc of least confusion for Cs = alpha = 1
fan = np.linspace(0, 1, 4001)
best = minimize_scalar(lambda z: np.max(np.abs(fan**3 - z*fan)),
                       bounds=(0, 1), method="bounded",
                       options={"xatol": 1e-9})
assert abs(2*best.fun - 0.5) < 1e-5

# ---- Worked example: 100 kV writer, rough typical round parameters
V = 1e5                # accelerating voltage, V
Br = 5e7               # reduced brightness, A/(m^2 sr V)
d = 5e-9               # geometric spot diameter, m
alpha = 5e-3           # convergence half-angle, rad
Cs, Cc = 0.04, 0.04    # spherical, chromatic coefficients, m
dE = 0.8               # full energy spread, eV
L = 0.04               # lens to target, m
dose = 10.0            # C/m^2, equal to 1000 uC/cm^2


def vstar(volt):
    return volt*(1 + e*volt/(2*m*c*c))


gamma = 1 + e*V/(m*c*c)
speed = c*np.sqrt(1 - 1/gamma**2)
mom = gamma*m*speed
assert abs(mom**2/(2*m*e*vstar(V)) - 1) < 1e-10
B = Br*vstar(V)
I = pi**2/4*B*d**2*alpha**2
I_sin = pi**2/4*B*d**2*np.sin(alpha)**2
assert I_sin < I

# Blur of the lens; diameters added in quadrature (rough rule)
wave = h/mom
airy = jn_zeros(1, 1)[0]/(2*pi)
chrom = (vstar(V + dE/2) - vstar(V - dE/2))/vstar(V)


def blurs(a):
    return np.array([Cs*a**3/2, Cc*a*chrom, airy*wave/a])


b_s, b_c, b_d = blurs(alpha)
total = np.sqrt(d**2 + np.sum(blurs(alpha)**2))


def current_fixed(a, all_terms):
    b2 = np.sum(blurs(a)**2) if all_terms else blurs(a)[0]**2
    return pi**2/4*B*a*a*(d*d - b2)


def maximize(all_terms):
    r = minimize_scalar(lambda q: -current_fixed(q*1e-3, all_terms)*1e9,
                        bounds=(1, 8), method="bounded",
                        options={"xatol": 1e-9})
    return r.x*1e-3, -r.fun*1e-9


a_s, I_s = maximize(False)
a_all, I_all = maximize(True)
a_formula = (d/Cs)**(1/3)
I_formula = 3*pi**2/16*B*d**(8/3)*Cs**(-2/3)
assert abs(a_s/a_formula - 1) < 1e-5
assert abs(I_s/I_formula - 1) < 1e-8
assert I_all < I_s < I

# Random Coulomb shifts, lens to target, first order in the repulsion.
# Two electrons: axial distance s, lateral distance rho at the lens,
# shrinking linearly to zero at the target.
coul = e*e/(4*pi*const.epsilon_0)


def pair_shift(rho, s):
    q = rho/(gamma*np.abs(s))
    pre = coul*L*L/(gamma**2*m*speed**2*rho**2)
    return pre*(np.arcsinh(q) - q/np.sqrt(1 + q*q))


def lever(z, rho, s):
    r = rho*(1 - z/L)
    force = coul*r/(gamma*(gamma**2*s*s + r*r)**1.5)
    return force*(L - z)/(gamma*m*speed**2)


rho_t, s_t = 2e-4, 1e-4
direct = L*quad(lambda w: 1e9*lever(w*L, rho_t, s_t), 0, 1)[0]*1e-9
assert abs(direct/pair_shift(rho_t, s_t) - 1) < 1e-6

spacing = speed*e/I
n_test, n_near = 20000, 40
own = disc(n_test, alpha*L)[:, :, None]
near = disc(n_test*n_near, alpha*L).reshape(2, n_test, n_near)
sep = own - near
rho = np.hypot(sep[0], sep[1])
axial = (rng.random((n_test, n_near)) - 0.5)*n_near*spacing
shift = np.sum(pair_shift(rho, axial)*sep/rho, axis=2)
size = np.hypot(shift[0], shift[1])
coul50, coul99 = 2*np.median(size), np.quantile(size, 0.99)

# Occupation of phase space relative to two electrons per h^3
occupation = B*h**3/(2*e*mom**2*dE*e)
n_el = dose*d*d/e

# ---- Printed numbers
print("TESTS")
print(f"ray Jacobian, traced              {det_rays:.6f}")
print(f"ray Jacobian, (p_in/p_out)^2      {det_law:.6f}")
print(f"counted current / limit, filled   {ratio_full:.4f}")
print(f"counted current / limit, unfilled {ratio_wide:.4f}")
print(f"Gaussian total current / formula  {gauss_all:.4f}")
print(f"Gaussian current inside d/formula {gauss_in:.4f}")
print("INPUTS (rough typical values)")
print(f"accelerating voltage              {V/1e3:.0f} kV")
print(f"reduced brightness                {Br:.1e} A/(m^2 sr V)")
print(f"geometric spot diameter           {d*1e9:.1f} nm")
print(f"convergence half-angle            {alpha*1e3:.1f} mrad")
print(f"spherical coefficient Cs          {Cs*1e3:.0f} mm")
print(f"chromatic coefficient Cc          {Cc*1e3:.0f} mm")
print(f"full energy spread                {dE:.1f} eV")
print(f"lens-to-target distance           {L*1e3:.0f} mm")
print(f"resist dose                       {dose*100:.0f} uC/cm^2")
print("CURRENT LIMIT")
print(f"relativistic voltage Vstar        {vstar(V)/1e3:.2f} kV")
print(f"brightness at target              {B*1e-4:.3e} A/(cm^2 sr)")
print(f"brightness at target              {B:.3e} A/(m^2 sr)")
print(f"current limit                     {I*1e9:.3f} nA")
print(f"current limit                     {I:.3e} A")
print(f"relative excess of alpha^2 form   {I/I_sin - 1:.2e}")
print(f"dwell time per d x d square       {dose*d*d/I*1e9:.2f} ns")
print(f"least time for 1 cm^2, all filled {dose*1e-4/I/3600:.1f} h")
print("NEGLECTED EFFECTS")
print(f"electron wavelength               {wave*1e12:.3f} pm")
print(f"spherical blur diameter           {b_s*1e9:.3f} nm")
print(f"chromatic blur diameter           {b_c*1e9:.3f} nm")
print(f"diffraction blur (0.61 lambda/a)  {b_d*1e9:.3f} nm")
print(f"total spot, quadrature sum        {total*1e9:.3f} nm")
print(f"best angle, total = d, Cs only    {a_s*1e3:.3f} mrad")
print(f"best current, total = d, Cs only  {I_s*1e9:.3f} nA")
print(f"best angle, total = d, all blurs  {a_all*1e3:.3f} mrad")
print(f"best current, total=d, all blurs  {I_all*1e9:.3f} nA")
print(f"mean axial electron spacing       {spacing*1e3:.3f} mm")
print(f"Coulomb blur, median diameter     {coul50*1e9:.1e} nm")
print(f"Coulomb shift, 99th percentile    {coul99*1e9:.1e} nm")
print(f"phase-space occupation / Pauli    {occupation:.1e}")
print(f"electrons per d x d square        {n_el:.0f}")
print(f"relative shot noise of that dose  {100/np.sqrt(n_el):.2f} %")
print("done: every assertion held")
```

Output:

```
TESTS
ray Jacobian, traced              0.090891
ray Jacobian, (p_in/p_out)^2      0.090891
counted current / limit, filled   0.9994
counted current / limit, unfilled 0.2497
Gaussian total current / formula  1.4427
Gaussian current inside d/formula 0.7213
INPUTS (rough typical values)
accelerating voltage              100 kV
reduced brightness                5.0e+07 A/(m^2 sr V)
geometric spot diameter           5.0 nm
convergence half-angle            5.0 mrad
spherical coefficient Cs          40 mm
chromatic coefficient Cc          40 mm
full energy spread                0.8 eV
lens-to-target distance           40 mm
resist dose                       1000 uC/cm^2
CURRENT LIMIT
relativistic voltage Vstar        109.78 kV
brightness at target              5.489e+08 A/(cm^2 sr)
brightness at target              5.489e+12 A/(m^2 sr)
current limit                     8.465 nA
current limit                     8.465e-09 A
relative excess of alpha^2 form   8.33e-06
dwell time per d x d square       29.53 ns
least time for 1 cm^2, all filled 32.8 h
NEGLECTED EFFECTS
electron wavelength               3.701 pm
spherical blur diameter           2.500 nm
chromatic blur diameter           1.743 nm
diffraction blur (0.61 lambda/a)  0.451 nm
total spot, quadrature sum        5.873 nm
best angle, total = d, Cs only    5.000 mrad
best current, total = d, Cs only  6.349 nA
best angle, total = d, all blurs  4.794 mrad
best current, total=d, all blurs  5.333 nA
mean axial electron spacing       3.111 mm
Coulomb blur, median diameter     6.4e-04 nm
Coulomb shift, 99th percentile    7.5e-01 nm
phase-space occupation / Pauli    1.2e-06
electrons per d x d square        1560
relative shot noise of that dose  2.53 %
done: every assertion held
```
